# Wiggling of a tall etched line: critical strain and wavelength

**Q.** A straight line is etched into a film and afterwards it snakes from side to side. You say it is compressed. Nobody pushes on its ends, so what compresses it?

**A.** The base does. Suppose the line material would expand by a strain $\varepsilon$ in every direction if it were free. A long line tied to a rigid base cannot change its length, so its elastic strain along its length $x$ is $-\varepsilon$. I count $\varepsilon>0$ as compression.

Let the line have width $w$ along $y$ and height $H$ along $z$, with its base at $z=0$. Its sides and top are free, so away from the base the transverse stresses vanish and Hooke's law gives
$$\sigma_{xx}=-E\varepsilon ,$$
where $E$ is Young's modulus. The compressive force per unit height is $N=Ew\varepsilon$.

The unetched film was held in two directions. There $-\varepsilon=(\sigma-\nu\sigma)/E$, with $\nu$ the Poisson ratio, so its compressive stress was $E\varepsilon/(1-\nu)$. Etching relaxes the stress across the line but leaves the longitudinal strain in place.

**Q.** Then the line is compressed but straight. Why should it leave that state?

**A.** Bending costs energy, but a wavy line is longer than a straight one and so relieves compression. I treat the line as a thin elastic plate with sideways deflection $u(x,z)$, for $w\ll H$ and small slopes.

At distance $y$ from the mid-plane the bending strains are $-y\,u_{xx}$, $-y\,u_{zz}$ and $-y\,u_{xz}$. The plane-stress energy density is
$$\frac{E}{2(1-\nu^2)}\left[e_{xx}^2+e_{zz}^2+2\nu e_{xx}e_{zz}+2(1-\nu)e_{xz}^2\right].$$
Since $\int y^2dy=w^3/12$ across the width, the bending energy is
$$\frac D2\int\left[u_{xx}^2+u_{zz}^2+2\nu u_{xx}u_{zz}+2(1-\nu)u_{xz}^2\right]dx\,dz,\qquad D=\frac{Ew^3}{12(1-\nu^2)} .$$

The deflection stretches the mid-plane along $x$ by $\tfrac12u_x^2$. Against the compression this releases $\tfrac N2\int u_x^2\,dx\,dz$. In-plane displacements add nothing at this order, because the initial stress is in equilibrium, and the elastic energy of the extra stretch is of fourth order in $u$. The straight line is stable as long as bending energy minus released energy is positive for every permitted $u$.

**Q.** That still contains $E$, $w$, $H$ and an unknown shape. Where does a scaling law come from?

**A.** From measuring lengths in units of $H$. The plate is uniform along $x$, so different wavenumbers decouple. Take $u=f\cos kx$, with $\zeta=z/H$ and $\kappa=kH$. The averages of $\cos^2kx$ and $\sin^2kx$ are both $\tfrac12$, so the net energy per unit length is $D/(4H^3)$ times
$$J=\int_0^1\left[f''^2+\kappa^4f^2-2\nu\kappa^2ff''+2(1-\nu)\kappa^2f'^2-\Lambda\kappa^2f^2\right]d\zeta .$$
The minus sign before $\nu$ comes from $u_{xx}=-k^2u$. The load enters as
$$\Lambda=\frac{NH^2}{D}=12(1-\nu^2)\,\varepsilon\,\frac{H^2}{w^2}.$$

The clamp requires $f(0)=f'(0)=0$. Nothing else in $J$ refers to a dimension or to $E$. If the lowest $\Lambda$ that makes $J$ vanish is $\Lambda_{\min}(\nu)$, reached at $\kappa_c(\nu)$, then
$$\boxed{\varepsilon_c=C(\nu)\left(\frac wH\right)^2,\quad C=\frac{\Lambda_{\min}}{12(1-\nu^2)},\qquad \lambda_c=\frac{2\pi}{\kappa_c}H.}$$
The modulus cancels from the critical strain, but not from the critical stress $E\varepsilon_c$.

**Q.** You assumed that the minimum lies at a finite $\kappa_c$. If it sat at zero or infinity, your wavelength law would be empty.

**A.** Two bounds exclude that. Completing the square in two ways gives
$$f''^2+\kappa^4f^2-2\nu\kappa^2ff''=(1-\nu^2)\kappa^4f^2+(f''-\nu\kappa^2f)^2$$
$$\phantom{f''^2+\kappa^4f^2-2\nu\kappa^2ff''}=(1-\nu^2)f''^2+(\kappa^2f-\nu f'')^2 .$$
At threshold $J=0$. Dropping the non-negative squares and the twist term $2(1-\nu)\kappa^2f'^2$ leaves
$$\Lambda\ge(1-\nu^2)\kappa^2,\qquad \Lambda\ge(1-\nu^2)\frac{\mu^4}{\kappa^2}.$$
Here $\mu^4$ is the least value of $\int f''^2/\int f^2$ for a shape clamped at one end; it is positive, and its value follows below.

The first bound says that short waves are expensive because the line bends sharply along its length. The second says that long waves release little compression, yet the line must still bend over its height. So $\Lambda$ grows without limit at both ends, and its minimum lies between them.

**Q.** Bounds are not a value. What equation fixes the threshold?

**A.** Vary $f$ in $J$ and integrate by parts:
$$\tfrac12\delta J=\int_0^1\left[f''''-2\kappa^2f''+\kappa^4f-\Lambda\kappa^2f\right]\delta f\,d\zeta$$
$$\qquad+\left[(f''-\nu\kappa^2f)\,\delta f'-\big(f'''-(2-\nu)\kappa^2f'\big)\delta f\right]_0^1 .$$
The coefficient $-2\kappa^2$ is the sum of $-2\nu\kappa^2$ from the mixed term and $-2(1-\nu)\kappa^2$ from twist. In the last bracket, $2-\nu=\nu+2(1-\nu)$ has the same two sources. At the base the variations vanish. At the top they are free, so
$$f''=\nu\kappa^2f,\qquad f'''=(2-\nu)\kappa^2f'\qquad(\zeta=1).$$

Insert $f=e^{s\zeta}$ and write $m=\kappa\sqrt\Lambda$. Then $(s^2-\kappa^2)^2=m^2$. For $m>\kappa^2$ the roots are $\pm\alpha$ and $\pm i\beta$, with $\alpha^2=m+\kappa^2$ and $\beta^2=m-\kappa^2$. The combination that satisfies the clamp is
$$f=A(\cosh\alpha\zeta-\cos\beta\zeta)+B\left(\frac{\sinh\alpha\zeta}{\alpha}-\frac{\sin\beta\zeta}{\beta}\right).$$

Define $p=m+(1-\nu)\kappa^2$ and $q=m-(1-\nu)\kappa^2$. Then
$$\alpha^2-\nu\kappa^2=\beta^2+(2-\nu)\kappa^2=p,\qquad \beta^2+\nu\kappa^2=\alpha^2-(2-\nu)\kappa^2=q .$$
The two top conditions become
$$A(p\cosh\alpha+q\cos\beta)+B\left(\frac p\alpha\sinh\alpha+\frac q\beta\sin\beta\right)=0,$$
$$A(\alpha q\sinh\alpha-\beta p\sin\beta)+B(q\cosh\alpha+p\cos\beta)=0 .$$
A non-zero shape needs a vanishing determinant. Its $pq$ terms combine through $\cosh^2\alpha-\sinh^2\alpha=1$ and $\cos^2\beta+\sin^2\beta=1$, which gives
$$2pq+(p^2+q^2)\cosh\alpha\cos\beta+\left(\frac{p^2\beta}{\alpha}-\frac{q^2\alpha}{\beta}\right)\sinh\alpha\sin\beta=0 .$$

As $\kappa\to0$ at fixed $m=\mu^2$, we have $p=q=\mu^2$ and $\alpha=\beta=\mu$. The last term vanishes and $\cosh\mu\cos\mu=-1$ remains. This is the clamped–free beam, with $\mu^4=12.36$, the constant needed in the second bound.

**Q.** And the minimum over $\kappa$?

**A.** It has to be found numerically:

| $\nu$ | $\kappa_c$ | $\Lambda_{\min}$ | $C$ | $\lambda_c/H$ |
|---|---|---|---|---|
| 0 | 1.991 | 15.09 | 1.257 | 3.16 |
| 0.25 | 1.923 | 13.12 | 1.166 | 3.27 |
| 0.40 | 1.916 | 11.58 | 1.149 | 3.28 |

The assumption $m>\kappa^2$, which means $\Lambda>\kappa^2$, holds at each of these minima. For $\nu=0.25$ the two bounds confine the minimum to $0.94<\kappa<3.74$. A direct minimization of $J$ over polynomial shapes, scanned from $\kappa=0.5$ to $5$, shows one minimum for each of the three $\nu$, at the same place within the scan step.

**Q.** I cannot solve that determinant on paper. Is there a formula that shows what competes?

**A.** Yes. Any shape that obeys the clamp gives an upper bound on $\Lambda$. Take $f=3\zeta^4-10\zeta^3+12\zeta^2$, so that
$$f'=12\zeta^3-30\zeta^2+24\zeta,\qquad f''=36\zeta^2-60\zeta+24 .$$
Squaring and integrating term by term gives
$$\int f^2=1-\tfrac{15}2+\tfrac{172}7-40+\tfrac{144}5=\tfrac{481}{70},$$
$$\int f'^2=\tfrac{144}7-120+\tfrac{1476}5-360+192=\tfrac{972}{35},$$
$$\int f''^2=\tfrac{1296}5-1080+1776-1440+576=\tfrac{456}5 .$$
By parts, $\int ff''=f(1)f'(1)-\int f'^2=30-\tfrac{972}{35}=\tfrac{78}{35}$. Setting $J=0$ and dividing by $\kappa^2\int f^2$,
$$\Lambda=\kappa^2+\frac{6384}{481\,\kappa^2}+\frac{3888}{481}-\frac{4200}{481}\nu .$$

The first term is bending along the line, and the second is bending over the height. The remainder comes from twist and from the coupling of the two curvatures. Setting $d\Lambda/d(\kappa^2)=0$ gives $\kappa^4=6384/481$, so $\kappa=1.909$ and $\lambda=3.29H$. The load then lies above the computed minimum by 1.9 %, 0.5 % and 2.5 % for $\nu=0$, 0.25 and 0.40.

**Q.** All of this rests on plate theory. A real line is a solid bar, and near its base the stress is not even uniaxial.

**A.** So I compare with three-dimensional linear elasticity. The stress produced by the mismatch is computed first, including its disturbance near the base, and the buckling strain follows from that stress. With a rigid base and $\nu=0.25$, the three-dimensional threshold divided by the plate value is 0.949 at $H/w=10$, 0.982 at 20 and 0.993 at 40. Between the last two, the fitted power of $w/H$ is 1.984. The wavelength stays between $3.24H$ and $3.27H$.

The square law is therefore the thin-line limit. At $H/w=10$ the plate formula puts the threshold about 4 to 5 % too high. The range reflects a limit of linear elasticity at strains near 1 %: the ratio 0.949 holds when Hooke's law is written for the Green strain, and it rises to about 0.96 when the law is written for the logarithmic strain. The three-dimensional thresholds at this aspect ratio are therefore good to about 1 % of their value. At mid-height of that line the computed stress is $E\varepsilon$ to the four decimals printed.

**Q.** Put in numbers. Would an actual line wiggle?

**A.** Take $w=20$ nm, $H=200$ nm, $E=30$ GPa, $\nu=0.25$ and $\varepsilon=0.80\,\%$. The film stress before etching is $30\,000\times0.008/0.75=320$ MPa, and the stress in the line is $240$ MPa. The plate threshold is
$$\varepsilon_c=1.166\times\left(\frac{20}{200}\right)^2=1.17\,\%,\qquad E\varepsilon_c=350\ \text{MPa},$$
with $\lambda_c=3.267\times200=653$ nm, or $0.65$ µm. This line is below threshold.

Solving the same law for one dimension, with the other and the strain held fixed, gives
$$w_c=200\sqrt{\frac{0.008}{1.166}}=16.6\ \text{nm},\qquad H_c=20\sqrt{\frac{1.166}{0.008}}=241\ \text{nm}.$$
Since the plate threshold is about 5 % too high here, only rounded margins make sense: trimming the line by about 3 nm in total would bring it to the threshold, and so would making the 20 nm line about 40 nm taller in the same strained material. Etching 40 nm into a stiffer, unstrained base is not equivalent: such a pedestal carries no mismatch and resists bending more, and on a 70 GPa pedestal the threshold stays near $0.9\,\%$. In the first case the predicted wavelength stays at 653 nm, because the height has not changed.

**Q.** A rigid base is convenient. What if the line stands on something soft?

**A.** Then the clamp gives way and the threshold falls. I recomputed the same line in three dimensions, in an array of 40 nm pitch on an underlayer 400 nm thick. The reference is the rigid-base value from the same method, $1.107\,\%$.

- On a 70 GPa underlayer the threshold is $1.07\,\%$, about 3 % lower. It hardly matters whether neighbours move in phase or in antiphase.
- On a 5 GPa underlayer, with neighbours in phase, it is $0.83\,\%$, or 25 % lower, and the wavelength grows to 770 nm.

For the second line the in-phase threshold lies barely above $\varepsilon=0.80\,\%$. Other phase relations between neighbours were not computed on this base, so its stability is not settled. The prefactors $C$ and $\lambda_c/H$ thus belong to a base that is stiff compared with the line.

**Q.** Plasma also alters the sidewalls, and etched walls are not vertical.

**A.** Let a skin 2 nm thick on each side have half the modulus, with the same mismatch strain as the core. The core fills the fraction 0.8 of the width. Bending stiffness weights material by $y^2$, so it changes by the factor $0.8^3+0.5(1-0.8^3)=0.756$. The compressive force changes by $0.8+0.5\times0.2=0.9$. The threshold scales with their ratio, $0.84$; the three-dimensional calculation gives $0.85$. Softening the skin removes more stiffness than load. The sign depends on what the plasma does. By the same formula a skin of twice the modulus gives $(0.512+2\times0.488)/(0.8+2\times0.2)=1.24$ and raises the threshold. A half-modulus skin that has also swollen to twice the mismatch strain leaves the force unchanged and gives about $0.76$.

A taper from 22 nm at the base to 18 nm at the top, at the same mean width, raises the plate threshold by 4 %.

If I simply multiply the skin factor and the soft-base threshold, I get $0.85\times0.83\,\%\approx0.7\,\%$, which is below the assumed mismatch. This is an estimate, since the two effects were not computed together, but it shows that the verdict "stable" depends on both.

**Q.** Below threshold, then, the line is straight?

**A.** Only if it began straight. Let it carry a stress-free waviness of amplitude $a_0$ in the critical mode, and let $a$ be the added deflection. Both must be small compared with the width $w$; otherwise stretching of the line reduces the growth found here. The energy is proportional to $\Lambda_{\min}a^2-\Lambda(a+a_0)^2$, because bending counts the added part while compression acts on the total. Setting its derivative to zero gives $\Lambda_{\min}a=\Lambda(a+a_0)$, hence
$$\frac{a+a_0}{a_0}=\frac1{1-\varepsilon/\varepsilon_c}.$$
For $0.80\,\%$ against $1.17\,\%$ this is 3.2. An initial waviness of the critical wavelength whose height profile is $\zeta^2$ contains other modes too, and its top grows by a factor of about 2.9. Both are plate values, and so near the threshold they are sensitive to it: with the three-dimensional threshold of $1.107\,\%$ the one-mode factor becomes 3.6. A small sideways waviness of the whole line near the critical wavelength is therefore amplified before any instability.

**Q.** How close is this to a process I might run?

**A.** The parameters are round values in the rough regime of amorphous-carbon hard masks used for plasma pattern transfer. Film stresses of some hundreds of MPa and moduli of tens of GPa are reasonable there, though both depend strongly on deposition. A height of ten widths is on the tall side. At five widths the plate formula gives $1.166/25\approx4.7\,\%$. It overestimates the threshold more for such a squat line than at ten widths, but a mismatch of $0.8\,\%$ would still be far from sufficient in this model.

Of the assumptions varied here, the rigid base and the uniform sidewall stiffness matter most. In the cases above, a compliant base lowers the threshold by 3 to 25 % and a softened skin lowers it by about 15 %, while the taper raises it by 4 %. Heating matters less: a rough expansion difference of 3 ppm/K over 60 K gives $0.018\,\%$, about 1.5 % of the critical strain. It adds to the compression if the line expands more than its base.

Creep, yielding, capillary forces during wet steps, charging, and unequal strain on the two sidewalls are outside the model. A strain difference between the sidewalls that is the same all along the line would make it lean to one side without any threshold, but would not make it snake. Some of the other effects can also displace lines, so snaking after an etch does not by itself prove that compression caused it. The theory also gives the onset and the first wavelength, not the final amplitude. The numerical output below lists the values used here.

## Computed values

```
nu=0.00: kappa_c=1.9913, Lambda_min=15.0880, C=1.2573, wavelength/H=3.1553
nu=0.25: kappa_c=1.9230, Lambda_min=13.1165, C=1.1659, wavelength/H=3.2674
nu=0.40: kappa_c=1.9161, Lambda_min=11.5844, C=1.1492, wavelength/H=3.2791
clamped-free beam constant mu^4 = 12.3624
hand formula: kappa_c=1.9087, wavelength/H=3.2919
hand formula, nu=0.00: Lambda=15.3694, C=1.2808, above minimum by 1.86 %
hand formula, nu=0.25: Lambda=13.1865, C=1.1721, above minimum by 0.53 %
hand formula, nu=0.40: Lambda=11.8767, C=1.1782, above minimum by 2.52 %
3D, H/w=10: strain=1.1069 %, 3D/plate=0.9494, wavelength/H=3.239
3D, H/w=20: strain=0.2862 %, 3D/plate=0.9819, wavelength/H=3.262
3D, H/w=40: strain=0.0724 %, 3D/plate=0.9930, wavelength/H=3.267
3D exponent of w/H between H/w=20 and 40: 1.9839
3D/plate extrapolated to thin line: 1.0040
3D mid-height stress/(E*strain), H/w=10: 1.0000
input width = 20 nm, height = 200 nm, H/w = 10
input modulus = 30 GPa, Poisson ratio = 0.25
input mismatch strain = 0.80 %
unetched film stress = 320 MPa
line stress = 240 MPa
plate critical strain = 1.166 %
plate critical line stress = 350 MPa
plate wavelength = 653 nm
critical width at input height and strain = 16.57 nm
critical height at input width and strain = 241.4 nm
70 GPa base, in phase: critical strain=1.071 %, over rigid 3D=0.967, wavelength=659 nm
70 GPa base, antiphase: critical strain=1.068 %, over rigid 3D=0.965, wavelength=660 nm
5 GPa base, in phase: critical strain=0.830 %, over rigid 3D=0.749, wavelength=770 nm
2 nm half-modulus skins: threshold factor 3D=0.847, layer formula=0.840
taper 22 nm base to 18 nm top: threshold factor=1.038
existing waviness at input strain: top amplitude factor=2.85, one-mode estimate=3.19
thermal inputs: expansion gap=3.0 ppm/K, heating=60 K
thermal strain=0.018 %, over critical strain=0.0154
```
